# The GW self-energy of minimal-basis H2, part 2

We treat H2 with one real, normalized s function per atom, \(a\) and \(b\), with overlap \(S\). One-shot GW starts from restricted Hartree-Fock theory, with direct-RPA screening (no exchange in the response). Hartree atomic units are used, with energies in hartree (Ha). The orbitals are

\[
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} ,
\]

with \(g\) doubly occupied and \(u\) empty. The one-electron energy \(h_p\) is kinetic plus nuclear attraction, and

\[
(pq|rs)=\int\!\!\int \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

Integrals with an odd number of \(u\) factors vanish. The others are \(J_{gg}=(gg|gg)\), \(J_{uu}=(uu|uu)\), \(J_{gu}=(gg|uu)\) and \(K=(gu|gu)>0\). The Hartree-Fock energies are \(e_g=h_g+J_{gg}\) and \(e_u=h_u+2J_{gu}-K\), with gap \(D=e_u-e_g>0\).

The charge excitation is \(\Omega=\sqrt{D(D+4K)}\). The triplet excitation, at \(D\), does not couple to the correlation part of the screened interaction,

\[
W^c_{pq,rs}(\omega)=(pq|gu)\,\frac{\chi_0(\omega)}{1-K\chi_0(\omega)}\,(gu|rs),
\]

\[
\chi_0(\omega)=\frac{4D}{\omega^2-D^2}.
\]

The frequency integral of part (e), at \(z=\mu+i\omega\) with midgap \(\mu=(e_g+e_u)/2\), is

\[
\Sigma_{pr}(z)=-\frac1{2\pi}\int_{-\infty}^{\infty}d\nu\sum_{q=g,u}
\frac{W^c_{pq,rq}(i\nu)}{z+i\nu-e_q}.
\]

By parity its off-diagonal element is zero and each orbital has one pole. With \(R=2K^2D/\Omega\),

\[
\Sigma_g(\omega)=\frac{R}{\omega-e_u-\Omega},\qquad
\Sigma_u(\omega)=\frac{R}{\omega-e_g+\Omega}.
\]

Numerical quadrature of the integral confirmed these formulas.

The example is H2 at 1.4 bohr in STO-3G, with fixed nuclei: \(e_g=-0.5782\), \(e_u=0.6703\), \(D=1.2485\), \(K=0.1813\) and \(\Omega=1.5697\) Ha, with \(R=0.0523\ \text{Ha}^2\).

### (f) Solve the quasiparticle equations for both orbitals, and find the weight of each solution.

**Solution.** For \(g\) the equation is \(\omega=e_g+\Sigma_g(\omega)\). Measure the energy from \(e_g\) by \(x=\omega-e_g\), and define \(s=D+\Omega\), the distance from \(e_g\) to the pole. Then

\[
x=\frac{R}{x-s}\quad\Longrightarrow\quad x^2-sx-R=0,\qquad
x=\frac{s\pm\sqrt{s^2+4R}}2 .
\]

The lower root is \(x=-\delta\) and the upper one is \(x=s+\delta\), where

\[
\delta=\frac{\sqrt{s^2+4R}-s}{2}>0 .
\]

For \(u\), set \(y=\omega-e_u\). Since \(\omega-e_g+\Omega=y+s\), the equation is \(y(y+s)=R\), with roots \(y=\delta\) and \(y=-s-\delta\). The levels are therefore

\[
\begin{aligned}
g:&\quad e_g-\delta\ \text{(main)},\qquad e_u+\Omega+\delta\ \text{(satellite)},\\
u:&\quad e_u+\delta\ \text{(main)},\qquad e_g-\Omega-\delta\ \text{(satellite)}.
\end{aligned}
\]

The quadratic for \(g\) is also the characteristic equation of a two-level matrix with diagonal elements \(e_g\) and \(e_u+\Omega\) and coupling \(\sqrt R\). The two levels repel. The occupied orbital is pushed down by a state above it, the empty orbital is pushed up by a state below it, and the gap opens by \(2\delta\).

The weight of a solution is the residue of the Green function there, \(Z=1/(1-\Sigma')\). For \(g\), \(\Sigma_g'=-R/(x-s)^2\). At the main root \((x-s)^2=(s+\delta)^2\), and the quadratic gives \(R=\delta(s+\delta)\), so

\[
Z=\frac1{1+\delta/(s+\delta)}=\frac{s+\delta}{s+2\delta}
=\frac12\left[1+\frac{s}{\sqrt{s^2+4R}}\right].
\]

The last step uses \(s+2\delta=\sqrt{s^2+4R}\). At the satellite \((x-s)^2=\delta^2\), and the weight is \(\delta/(s+2\delta)\). The two weights add to one. The orbital \(u\) has the same pair of weights, because its equation follows from that of \(g\) by \(y=-x\).

For the example \(s=2.8181\) Ha and \(\sqrt{s^2+4R}=2.8550\) Ha. The shift is

\[
\delta=\tfrac12(2.8550-2.8181)=0.0184\ \text{Ha}=0.50\ \text{eV}.
\]

The levels become \(-0.5966\) and \(0.6887\) Ha. The main weight is 0.994, and the satellites at 2.258 and \(-2.166\) Ha share the same small remainder, 0.006 each. Although each self-energy has one pole, each Green function has two.

### (g) What are the exact levels in the same basis?

**Solution.** Here "exact" means full diagonalization of the electronic Hamiltonian within the two orbitals. It leaves out whatever a larger basis would add. The even two-electron states are \(g^2\) and \(u^2\), with energies

\[
E(g^2)=2h_g+J_{gg},\qquad E(u^2)=2h_u+J_{uu}
\]

and coupling \((gu|gu)=K\). States with one electron in each orbital are odd and do not mix in. With \(2A=E(u^2)-E(g^2)\) and \(Q=\sqrt{A^2+K^2}\), the lower eigenvalue is

\[
E_0=E(g^2)+E_c,\qquad E_c=A-Q<0 .
\]

The ground state is \(c_gg^2+c_uu^2\), with weights that follow from the two-level problem:

\[
w=c_g^2=\frac12\left(1+\frac AQ\right),\qquad
1-w=c_u^2=\frac12\left(1-\frac AQ\right).
\]

Remove an electron from \(g\). The \(u^2\) part contributes nothing, and the \(g^2\) part leaves one electron with energy \(h_g\). The removal level is

\[
\epsilon_1=E_0-h_g=h_g+J_{gg}+E_c=e_g+E_c .
\]

Next, add an electron to \(u\). Only the \(g^2\) part can accept it, and the final energy is \(E(g^2)+h_u+2J_{gu}-K=E(g^2)+e_u\). The addition level is \(e_u-E_c\). The exact main levels thus shift symmetrically, as in GW, but by \(|E_c|\) instead of \(\delta\).

For the example \(E(g^2)=-1.8310\) Ha and \(E(u^2)=-0.2537\) Ha, so \(A=0.7887\) Ha, \(Q=0.8092\) Ha and \(|E_c|=0.0206\) Ha, or 0.56 eV. The GW shift is about 10% smaller than this. The exact main weight is \(w=0.987\).

### (h) Find the exact self-energy of \(g\). Does the closeness of the shifts mean that GW has the right pole?

**Solution.** The orbital \(g\) has a second exact level. An electron can be added to \(g\) if the molecule is found in \(u^2\), which has probability \(1-w\). The final state \(gu^2\) has energy \(h_g+2h_u+J_{uu}+2J_{gu}-K\), and the level \(\epsilon_2=E(gu^2)-E_0\) is 1.4909 Ha. Hence

\[
G_g(\omega)=\frac{w}{\omega-\epsilon_1}+\frac{1-w}{\omega-\epsilon_2}
=\frac{\omega-\tilde\epsilon}{(\omega-\epsilon_1)(\omega-\epsilon_2)},
\qquad \tilde\epsilon=w\epsilon_2+(1-w)\epsilon_1 .
\]

Let \(\Gamma=\epsilon_2-\epsilon_1\). Then \(\omega-\epsilon_1=(\omega-\tilde\epsilon)+w\Gamma\) and \(\omega-\epsilon_2=(\omega-\tilde\epsilon)-(1-w)\Gamma\). Multiplying these and dividing by \(\omega-\tilde\epsilon\) gives

\[
\frac1{G_g}=\omega-\tilde\epsilon+(2w-1)\Gamma-\frac{w(1-w)\Gamma^2}{\omega-\tilde\epsilon}
=\omega-m-\frac{w(1-w)\Gamma^2}{\omega-\tilde\epsilon},
\]

where \(m=\tilde\epsilon-(2w-1)\Gamma=w\epsilon_1+(1-w)\epsilon_2\). Relative to Hartree-Fock, the exact self-energy consists of a constant \(m-e_g\) and one pole.

Both parts can be expressed through the integrals. From the energies above,

\[
E(gu^2)+h_g=E(g^2)+E(u^2)+L,\qquad L=2J_{gu}-K-J_{gg},
\]

and \(2E_0=E(g^2)+E(u^2)-2Q\). Since \(\Gamma=E(gu^2)+h_g-2E_0\), it follows that \(\Gamma=2Q+L\). Also \((1-w)2Q=Q-A=-E_c\), so the constant is

\[
m-e_g=E_c+(1-w)\Gamma=(1-w)L .
\]

It is the change of the Hartree-Fock potential when a fraction \(1-w\) of each spin moves from \(g\) to \(u\). Finally \(w(1-w)=K^2/4Q^2\), and the exact residue is

\[
w(1-w)\Gamma^2=K^2\left(1+\frac{L}{2Q}\right)^2 .
\]

For the example \(L=0.4713\) Ha. The two self-energies of \(g\) compare as follows.

| Quantity | GW | Exact in basis |
|---|---|---|
| Constant (Ha) | 0 | 0.0060 |
| Pole (Ha) | 2.240 | 1.464 |
| Residue (Ha²) | 0.0523 | 0.0548 |

The residues are close, but the GW pole is too high by 0.78 Ha. At its own main level, each pole term contributes

\[
\text{GW: }\frac{0.0523}{-0.5966-2.2399}=-0.0184\ \text{Ha},
\]
\[
\text{exact: }\frac{0.0548}{-0.5988-1.4644}=-0.0266\ \text{Ha}.
\]

The exact constant then raises the level by 0.0060 Ha, which brings the total to \(-0.0206\) Ha. GW has too weak a pull from its pole and lacks the opposing constant, and the two errors largely cancel. A good ionization level is therefore no evidence for a good satellite: GW puts the satellite of \(g\) at 2.258 Ha, against 1.491 Ha.

The closeness of the residues is also particular to this interaction strength. Scale all two-electron integrals by a small factor while keeping \(h_u-h_g\) fixed. Then \(L/2Q\to0\) and the exact residue tends to \(K^2\), whereas \(R\to2K^2\). The pole distances \(s\) and \(\Gamma\) both tend to \(2(h_u-h_g)\), and the constant \((1-w)L\) is of third order. The GW shift is then twice the exact one.

The factor 2 can be traced to spin. For spin up, the pole of \(\Sigma_g\) describes an electron in \(u\uparrow\) together with an excitation from \(g\) to \(u\), and direct RPA allows that excitation to have either spin. With spin up it would put a second electron in \(u\uparrow\), which the Pauli principle forbids. The missing exchange partner of the direct term would remove that half.

### (i) What happens to the GW shift when the bond is stretched?

**Solution.** At large separation \(d\) the product \(ab\) vanishes. Then \(g^2=u^2=\tfrac12(a^2+b^2)\) and \(gu=\tfrac12(a^2-b^2)\). Let \(U=(aa|aa)\). The repulsion between charges on different atoms is \(1/d\), because the two densities are spherical and do not overlap. Thus

\[
J_{gg}=J_{uu}=J_{gu}=\tfrac12\left(U+\tfrac1d\right),\qquad
K=\tfrac12\left(U-\tfrac1d\right).
\]

The one-electron energies \(h_g\) and \(h_u\) become equal, so

\[
D=2J_{gu}-K-J_{gg}=\frac1d .
\]

The restricted Hartree-Fock gap closes while \(K\) tends to \(U/2\). For \(D\ll K\),

\[
\Omega\simeq2\sqrt{KD},\qquad R=\frac{2K^2D}{\Omega}\simeq K^{3/2}D^{1/2}.
\]

Here \(s^2\) is of order \(KD\), which is smaller than \(4R\) by a factor of order \(\sqrt{D/K}\). To leading order, then,

\[
\delta\simeq\sqrt R=(K^3D)^{1/4}\to0 .
\]

In the exact problem \(A\to0\), since \(g^2\) and \(u^2\) become degenerate. Hence \(|E_c|\to K\to U/2\). The table follows the even singlet state and keeps the restricted reference at every separation.

| \(d\) (bohr) | \(D\) (Ha) | GW shift (Ha) | Exact shift (Ha) |
|---|---|---|---|
| 1.4 | 1.248 | 0.018 | 0.021 |
| 4.0 | 0.346 | 0.063 | 0.183 |
| 8.0 | 0.127 | 0.097 | 0.323 |
| 20 | 0.050 | 0.110 | 0.362 |
| 50 | 0.020 | 0.108 | 0.377 |

The GW shift first grows, because the pole comes closer to the level: between 1.4 and 8 bohr the distance \(s=D+\Omega\) falls from 2.82 to 0.55 Ha, while \(R\) changes much less, staying between 0.052 and 0.070 Ha². Between 20 and 50 bohr it has begun to fall. The decay is slow: the first correction to \(\sqrt R\) is \(-s/2\), whose relative size is \((D/K)^{1/4}\), still about 0.5 at 50 bohr.

The error to be corrected comes from the restricted starting point. The restricted determinant \(g^2\) places both electrons on the same atom half of the time, and this raises \(e_g\) by about \(U/2\) above the level of a separate atom. The exact shift removes that error. The GW shift at 50 bohr removes less than a third of it.

### (j) Which assumptions are essential for a single pole, and how far is the model from a better description of H2?

**Solution.** First keep two orbitals but break the inversion symmetry. Call the occupied orbital 1 and the empty one 2. The integral \((11|12)\) no longer vanishes, so the term with \(q=1\) survives in the frequency integral of part (e). Its denominator has a positive real part at midgap, as for \(\Sigma_u\), and the path is closed below. The diagonal element becomes

\[
\Sigma_{11}(\omega)=\frac{2(12|12)^2D/\Omega}{\omega-e_2-\Omega}
+\frac{2(11|12)^2D/\Omega}{\omega-e_1+\Omega},
\]

where \(D\), \(K\) and \(\Omega\) are now those of the new orbitals. A uniform field of 0.05 atomic units along the bond, with the Hartree-Fock orbitals recalculated, produces this second pole at \(-2.150\) Ha. Its residue is \(3.3\times10^{-4}\ \text{Ha}^2\), about 0.6% of the residue \(R\) without the field. The result of part (e) therefore rests on the inversion symmetry as well as on the size of the basis.

Additional basis functions supply more empty orbitals, hence more charge excitations and more poles. To see what this does to the ionization energy, the same one-shot GW method was applied in the larger cc-pVTZ basis at the same separation. Only the diagonal element of the self-energy was kept. Parity no longer removes all off-diagonal elements in this basis, but including them changes the level by only about 0.001 eV. The reference there is the energy of the one-electron ion minus that of the molecule, the latter from coupled cluster with single and double excitations. For two electrons, singles and doubles exhaust the possible excitations, so the reference is complete within its basis.

| Ionization energy (eV) | STO-3G | cc-pVTZ |
|---|---|---|
| Hartree-Fock | 15.73 | 16.18 |
| GW | 16.24 | 16.48 |
| Complete in basis | 16.29 | 16.41 |

The larger basis moves the GW value by 0.25 eV, several times the GW error within either basis. That error also changes sign, from 0.06 eV too low to 0.07 eV too high. (These differences were taken before the table was rounded.) The minimal model thus shows how the self-energy is built, but it does not predict the sign of the GW error for the molecule. The main weight falls from 0.994 to 0.954. The cc-pVTZ energies are not yet converged with the basis. With diffuse functions added (the aug-cc-pVTZ basis), the GW value rises by 0.02 eV to 16.50 eV and the complete one by less than 0.01 eV, so the GW error keeps its sign and is about 0.08 eV. Larger bases with functions of higher angular momentum shift the values more. The GW value rises to 16.560 eV in cc-pVQZ and 16.588 eV in cc-pV5Z, that is, by 0.08 and 0.11 eV from cc-pVTZ, while the complete value rises only to 16.435 and 16.443 eV. The GW error stays positive but grows to about 0.15 eV in cc-pV5Z, twice its cc-pVTZ size, and it is still rising. Nuclear motion and relativity are left out of all these values.

The practical use of this model is as a benchmark for GW codes. A solid has many transitions and hence many poles, so \(\Omega\) and \(R\) should not be carried over to it. A code run on H2 with the settings used here should reproduce the pole positions, the common residue and the vanishing triplet coupling. The numerical output gives the pole positions and the residue to more digits.

## Computed results

```
H2, STO-3G
distance: 1.4 bohr
h_g: -1.25280 Ha
h_u: -0.47560 Ha
J_gg: 0.67459 Ha
J_uu: 0.69750 Ha
J_gu: 0.66356 Ha
K: 0.18126 Ha
e_g: -0.57820 Ha
e_u: 0.67027 Ha
gap D: 1.24847 Ha
RPA energy Omega: 1.56967 Ha
residue R: 0.052263 Ha^2
unscreened residue 2K^2: 0.065709 Ha^2
ratio R/(2K^2): 0.7954
pole of Sigma_g: 2.23994 Ha
pole of Sigma_u: -2.14787 Ha
GW shift: 0.01842 Ha
GW shift: 0.501 eV
GW level g: -0.59663 Ha
GW level u: 0.68869 Ha
main weight Z: 0.99355
satellite of g: 2.25836 Ha
satellite of u: -2.16630 Ha
largest quadrature error: 1.0e-16 Ha
Exact in the same basis
correlation energy E_c: -0.02056 Ha
exact shift: 0.560 eV
exact main weight of g: 0.98730
exact satellite of g: 1.49093 Ha
exact static part for g: 0.00599 Ha
exact pole of Sigma_g: 1.46438 Ha
exact residue for g: 0.054775 Ha^2
Field along the bond
field: 0.05 a.u.
extra pole of occupied orbital: -2.15012 Ha
extra residue: 3.310e-04 Ha^2
Scan: d (bohr), D, K, GW shift, exact shift (Ha)
  1.4 1.24847 0.18126 0.01842 0.02056
  2.5 0.68429 0.21794 0.03595 0.06468
  4.0 0.34584 0.26513 0.06302 0.18270
  8.0 0.12668 0.32480 0.09696 0.32313
 20.0 0.05000 0.36230 0.11042 0.36230
 50.0 0.02000 0.37730 0.10763 0.37730
Ionization energies at the working distance
STO-3G Hartree-Fock: 15.734 eV
STO-3G GW: 16.235 eV
STO-3G exact in basis: 16.293 eV
cc-pVTZ Hartree-Fock: 16.175 eV
cc-pVTZ GW: 16.481 eV
cc-pVTZ CCSD minus ion: 16.407 eV
cc-pVTZ GW main weight: 0.9539
```
